\section*{Band Pairing on a Zone Face from Time Reversal and a Screw}

\section{The situation}

A band calculation for a nonmagnetic crystal with a twofold screw axis, on a lattice that meets the condition stated below, shows levels that meet in pairs over a whole face of the Brillouin zone, including points where no rotation or mirror leaves the wavevector fixed. The pairs appear when spin is ignored, and they are still there when spin and spin-orbit coupling are included. This is puzzling at first sight, because time reversal squares to $+1$ without spin and to $-1$ with spin, and the usual Kramers argument needs the second sign.

The operation responsible is time reversal $T$ combined with the screw
\begin{equation}
S:\ (x,y,z)\to(-x,-y,z+c/2),\qquad \Theta=TS .
\end{equation}
Its square is a pure translation by $c$ in both cases, and on the plane $k_z=\pi/c$ that translation has eigenvalue $-1$.

The assumptions are these. The one-electron Hamiltonian $H$ commutes with $\Theta$; it need not commute with $T$ and $S$ separately. A mean-field Hamiltonian qualifies if its self-consistent potential keeps $\Theta$. The vector $c\hat z$ is a primitive lattice translation, and every lattice vector has a $z$ component that is an integer multiple of $c$. Atomic units are used in the algebra, eV and \AA\ for numbers.

\section{The square of the combined operation}

On a function of position the screw acts as $(Sf)(\mathbf r)=f(S^{-1}\mathbf r)$ with $S^{-1}\mathbf r=(-x,-y,z-c/2)$. Two applications restore $x$ and $y$ and shift $z$ by $c$:
\begin{equation}
(S^2f)(\mathbf r)=f(\mathbf r-c\hat z)\equiv(t_cf)(\mathbf r).
\end{equation}
With spin, $S$ also contains the half-turn $e^{-i\pi\sigma_z/2}=-i\sigma_z$, whose square is $-1$. Time reversal is complex conjugation $K$ without spin and $i\sigma_yK$ with spin. Since $i\sigma_y$ is real, $(i\sigma_yK)^2=(i\sigma_y)^2=-1$. Thus
\begin{align}
\text{spinless:}&\quad T^2=+1,\quad S^2=+t_c,\\
\text{spinful:}&\quad T^2=-1,\quad S^2=-t_c .
\end{align}

To write $\Theta^2=T^2S^2$ we need $TS=ST$. The spatial part of $S$ is a real change of coordinates and commutes with $K$. For the spin parts, moving $K$ to the right through $-i\sigma_z$ changes the sign of $i$, so
\begin{align}
(i\sigma_yK)(-i\sigma_z)&=(i\sigma_y)(i\sigma_z)K=-\sigma_y\sigma_zK=-i\sigma_xK,\\
(-i\sigma_z)(i\sigma_yK)&=\sigma_z\sigma_yK=-i\sigma_xK .
\end{align}
The two orders agree. The signs therefore cancel in pairs, $(+1)(+1)=(-1)(-1)=1$, and
\begin{equation}
\Theta^2=t_c\quad\text{with or without spin.}
\end{equation}
The spin part of $\Theta$ shows the same thing directly: $(-i\sigma_xK)^2=(-i\sigma_x)(i\sigma_x)=+1$.

A Bloch state satisfies $\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r)$. Setting $\mathbf R=-c\hat z$ gives
\begin{equation}
\Theta^2\psi_{\mathbf k}=e^{-ik_zc}\psi_{\mathbf k}.
\label{square}
\end{equation}
This is $+\psi_{\mathbf k}$ at $k_z=0$ and $-\psi_{\mathbf k}$ at $k_z=\pi/c$.

\section{Which wavevectors are preserved}

Let $\Theta$ act on a plane wave with wavevector $\mathbf K=\mathbf k+\mathbf G$. The screw produces the exponent $i(-K_xx-K_yy+K_zz-K_zc/2)$, and conjugation reverses its sign:
\begin{equation}
\Theta e^{i\mathbf K\cdot\mathbf r}=e^{iK_zc/2}e^{i\mathbf K'\cdot\mathbf r},\qquad \mathbf K'=(K_x,K_y,-K_z).
\label{pw}
\end{equation}
The in-plane momentum is reversed twice and $k_z$ once. The state $\Theta\psi_{\mathbf k}$ therefore belongs to $(k_x,k_y,-k_z)$, which is equivalent to $\mathbf k$ when $(0,0,2k_z)$ is a reciprocal-lattice vector. Under the stated lattice condition this means $2k_zc=2\pi n$, so the preserved planes are $k_z=0$ and $k_z=\pi/c$, for every $k_x$ and $k_y$.

The lattice condition does real work here. A body-centred lattice contains a vector $\mathbf R$ with $R_z=c/2$. For $\mathbf g=(0,0,2\pi/c)$ one then has $\mathbf g\cdot\mathbf R=\pi$, so $\mathbf g$ is not a reciprocal-lattice vector. On $k_z=\pi/c$ the operation now relates two inequivalent wavevectors. It makes their energies equal but forces no degeneracy at either one.

\section{Pairing on the plane}

An antiunitary operator obeys $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. Take an eigenstate $\psi$ of $H$ with $k_z=\pi/c$, and set $a=\Theta\psi$, $b=\psi$:
\begin{equation}
\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle=0 .
\end{equation}
The state $\Theta\psi$ is thus orthogonal to $\psi$. It has the same energy because $\Theta$ commutes with $H$, and the same $\mathbf k$ by the previous section.

If the level contains a further state $\phi$ orthogonal to both, then $\Theta\phi$ is also orthogonal to both:
\begin{align}
\langle\Theta\psi|\Theta\phi\rangle&=\langle\phi|\psi\rangle=0,\\
\langle\psi|\Theta\phi\rangle&=-\langle\Theta^2\psi|\Theta\phi\rangle=-\langle\phi|\Theta\psi\rangle=0 .
\end{align}
Pairs can be removed one after another, so every level on the plane has even degeneracy. A group of bands separated by gaps from all others must then contain an even number of bands. On $k_z=0$ the square is $+1$, the first argument gives no constraint, and $\Theta$ forces no pairing.

\section{Leaving the plane}

Even degeneracy on the plane is a nodal plane, in the sense of bands meeting there, if the partners separate away from it. Let $q=k_z-\pi/c$ and write $H(q)$ as a matrix in plane waves labelled by a fixed set of $\mathbf G$. By (\ref{pw}), $\Theta$ changes $q$ to $-q$. The phase $e^{iqc/2}$ common to all plane waves can be dropped, which leaves a $q$-independent antiunitary matrix, again called $\Theta$, with
\begin{equation}
\Theta H(q)\Theta^{-1}=H(-q).
\end{equation}
Differentiation at $q=0$ gives $\Theta H'\Theta^{-1}=-H'$, where $H'=\partial H/\partial k_z$.

Consider a twofold level with basis $\psi_1=\psi$, $\psi_2=\Theta\psi$. Then $\Theta\psi_1=\psi_2$ and $\Theta\psi_2=-\psi_1$, so $\Theta=-i\tau_yK$ with Pauli matrices $\boldsymbol\tau$ in this space. This operation reverses all three $\tau_i$ and keeps the unit matrix. The projection of $H'$ is Hermitian, $W=w_0+\mathbf v\cdot\boldsymbol\tau$, and must be odd:
\begin{equation}
w_0-\mathbf v\cdot\boldsymbol\tau=-w_0-\mathbf v\cdot\boldsymbol\tau\ \Rightarrow\ w_0=0 .
\end{equation}
First-order degenerate perturbation theory then gives
\begin{equation}
E_\pm=E_0\pm|q||\mathbf v|+O(q^2),\qquad E_+-E_-\simeq2|q||\mathbf v| .
\label{linear}
\end{equation}

The vector $\mathbf v$ has three real components that depend on two variables, $k_x$ and $k_y$. Without further symmetry they have no common zero generically, and the bands cross linearly.

Inversion $P$ changes this count. The product $PT$ preserves every $\mathbf k$, and with the origin at an inversion centre $(PT)^2=T^2$.

Without spin the square is $+1$. A basis exists in which $PT$ is complex conjugation and $H$ is real symmetric. This leaves two components of $\mathbf v$, so the splitting is still allowed, but its slope may vanish at isolated points of the plane.

With spin the square is $-1$, and the Kramers argument applies at every $\mathbf k$. The doublets persist off the plane, hence $\mathbf v=0$. The pairing on $k_z=\pi/c$ is still true, but at a general point of the plane no separate bands meet. The claim that the screw forces a nodal plane for spinful electrons therefore needs the qualification that $PT$, or another symmetry, does not already pair the bands everywhere.

\section{Weak spin-orbit coupling}

Without spin-orbit coupling, an orbital doublet with slope $v_0$ becomes a fourfold level when spin is counted. Weak coupling divides it into two doublets, and the range of $q$ in which (\ref{linear}) holds can become small. The four levels can be found to first order in $q$ and in the coupling.

Projected on the fourfold level, the coupling has the form $\sum_i\sigma_iA_i$, where the $A_i$ are Hermitian matrices in the orbital doublet. The spin part $-i\sigma_xK$ of $\Theta$ leaves $\sigma_x$ and $\sigma_y$ unchanged and reverses $\sigma_z$. Invariance then requires $A_x$ and $A_y$ to be even under the orbital part, hence multiples of the unit matrix, and $A_z$ to be odd, hence a combination of the $\tau_i$. Rotate the spin axes about $z$ so that the first two terms merge into $a_t\sigma_x$. Choose the $\tau$ axes so that the orbital velocity lies along $\tau_3$ and $A_z$ in the 1--3 plane:
\begin{equation}
H_4-E_0=\underbrace{qv_0\tau_3+a_t\sigma_x+a_\parallel\sigma_z\tau_3}_{X}+\underbrace{a_\perp\sigma_z\tau_1}_{B}.
\end{equation}

Each term of $X$ anticommutes with $B$, so $(X+B)^2=X^2+a_\perp^2$. Within $X$, the part $A=a_t\sigma_x+a_\parallel\sigma_z\tau_3$ commutes with $\tau_3$, and $A^2=\alpha^2$ with $\alpha^2=a_t^2+a_\parallel^2$, since its two terms anticommute. The matrices $\tau_3$, $A$ and $\tau_3A$ are all traceless, so each combination of signs of $\tau_3$ and $A$ occurs once. Hence $X^2$ has the eigenvalues $(|q|v_0\pm\alpha)^2$, each twice. For nonzero $X$ and $B$, anticommutation makes both traceless in each of these two-dimensional spaces, so both signs of the square root occur:
\begin{equation}
E-E_0=\pm\sqrt{(|q|v_0\pm'\alpha)^2+a_\perp^2},
\label{four}
\end{equation}
with independent signs. The cases $X=0$ or $B=0$ follow by continuity.

At $q=0$ there are two doublets at $\pm\Delta$, with $\Delta^2=\alpha^2+a_\perp^2$. The splitting of the lower one is
\begin{equation}
\delta=\sqrt{(|q|v_0+\alpha)^2+a_\perp^2}-\sqrt{(|q|v_0-\alpha)^2+a_\perp^2}.
\label{delta}
\end{equation}
For $|q|v_0\ll\Delta$ the roots are $\Delta\pm|q|v_0\alpha/\Delta$ to first order, so $\delta\simeq2|q|v_0\alpha/\Delta$ and the slope in (\ref{linear}) is $|\mathbf v|=v_0\alpha/\Delta$. For $|q|v_0\gg\Delta$ the splitting levels off at $2\alpha$, as long as the first-order model still applies. With inversion the doublets must survive at all $q$, which requires $\alpha=0$. The separation $2|a_\perp|$ between the doublets may remain, so no fourfold level is forced at a general point of the plane. Special points differ. Let $T$, $S$ and $P$ each be symmetries, with the inversion centre on the screw axis. Then $SP$ and $PS$ differ by a translation by $c$ and anticommute on the plane. At its four time-reversal-invariant points all three operations preserve $\mathbf k$; $T$ keeps the parity and $S$ reverses it, so each level holds a Kramers pair of each parity and is fourfold.

\section{A model crystal}

The example is a model with round parameters. Its cell has $a=4.0$, $b=4.5$ and $c=5.0$~\AA, with an angle of $100^\circ$ between $\mathbf a$ and $\mathbf b$ and with $c$ normal to both. Two inequivalent pairs of Gaussian wells, of depths 30 and 18~eV and width parameter 1.0~\AA, are each related by the screw. Their relative height removes inversion. The spin-orbit term is $\lambda\boldsymbol\sigma\cdot(\nabla V\times\hat{\mathbf k})$ with $\hat{\mathbf k}=-i\nabla$. Between plane waves $\mathbf K$ and $\mathbf K'$ the gradient supplies $i(\mathbf K-\mathbf K')$ and $\hat{\mathbf k}$ supplies $\mathbf K'$. Because $\mathbf K'\times\mathbf K'=0$,
\begin{equation}
\langle\mathbf K|H_{\rm so}|\mathbf K'\rangle=i\lambda V_{\mathbf K-\mathbf K'}\,\boldsymbol\sigma\cdot(\mathbf K\times\mathbf K').
\end{equation}
The value $\lambda=0.05$~\AA$^2$ is about 13\,000 times the free-electron value, $3.73\times10^{-6}$~\AA$^2$, and is chosen to make the splittings visible.

At the general in-plane point $0.37\mathbf b_1+0.21\mathbf b_2$ on $k_z=\pi/c$, the lowest spinless doublet lies at $-6.75$~eV ($-0.248$ hartree). A larger basis moves the four lowest levels by up to about 0.04~eV, so absolute energies deserve no more digits. The smaller differences below belong to the fixed matrix of 150 plane waves, and their last digits are not converged. In a converged basis $v_0$ changes from 2.291 to 2.273~eV\,\AA, $|\mathbf v|$ from 1.206 to 1.19~eV\,\AA, $2\Delta$ from 0.0221 to 0.0227~eV, and the spinful off-plane splittings rise by 0.0002 to 0.0003~eV. On the primitive lattice the spinless control gaps move by up to 0.01~eV and the spinful ones by up to 0.0014~eV. The pairing does not depend on that convergence, because the basis is closed under (\ref{pw}). At ten random points of the plane the largest splitting within any pair is below $10^{-12}$~eV, with and without spin.

\subsection{Slope without spin}

The projected derivative gives $v_0=2.291$~eV\,\AA, and the splitting very close to the plane gives the same value. At $k_z=0.98\,\pi/c$ the distance from the plane is $|q|=0.02\times0.62832=0.012566$~\AA$^{-1}$, and
\begin{equation}
2|q|v_0=2\times0.012566\times2.291=0.0576\ \text{eV},
\end{equation}
in agreement with the diagonalized 0.0576~eV. At $0.80\,\pi/c$ the linear estimate is 0.576~eV against 0.564~eV, an error of 2\% relative to the latter.

\subsection{Slope with spin}

The four lowest spinful eigenvalues of the fixed matrix form doublets at $-6.76085$ and $-6.73873$~eV. The extra digits serve only to form their difference, which is $2\Delta=0.02212$~eV. The slope of the lower doublet is $|\mathbf v|=1.206$~eV\,\AA, again the same from the projected derivative and from the splitting. At $0.98\,\pi/c$, however, the linear law predicts $2\times0.012566\times1.206=0.0303$~eV, while diagonalization gives 0.0110~eV. The linear range is set by $\Delta/v_0=0.01106/2.291=0.0048$~\AA$^{-1}$, which is less than 1\% of $\pi/c$, and this point lies outside it.

Equation (\ref{delta}) accounts for the difference when its parameters are fitted to the doublet separation and the two slopes:
\begin{align}
\alpha&=\Delta|\mathbf v|/v_0=0.01106\times1.206/2.291=0.00582\ \text{eV},\\
a_\perp^2&=\Delta^2-\alpha^2=8.84\times10^{-5}\ \text{eV}^2 .
\end{align}
With $|q|v_0=0.0288$~eV,
\begin{equation}
\delta=0.0359-0.0248=0.0111\ \text{eV},
\end{equation}
close to the diagonalized 0.0110~eV. At $0.90$ and $0.80\,\pi/c$ the formula gives 0.0116~eV at both, against 0.0111 and 0.0105~eV. The levelling-off and its approximate size are reproduced; the diagonalized splitting peaks near 0.0113~eV around $0.95\,\pi/c$ and then declines slowly instead of staying flat. The fitted $\alpha$ is an effective value that contains terms beyond the first-order model: projecting the coupling directly on the spinless doublet gives $\alpha=0.0054$~eV and $|a_\perp|=0.0094$~eV, hence a plateau $2\alpha=0.0108$~eV. The growing error, 11\% relative to the diagonalized value at the last point, shows the limit of the first-order model; which omitted terms cause it was not traced here.

\subsection{Removing one ingredient at a time}

When its conditions fail, $\Theta$ no longer forces the pairing, and at the general in-plane point used here it is lost. Another symmetry can still keep it, as $T$ does for spinful levels at time-reversal-invariant points. On $k_z=0$ the two lowest levels are 1.73~eV apart without spin and 0.0060~eV apart with spin. Moving one well by 0.3~\AA\ breaks the screw and splits the lowest pair on $k_z=\pi/c$ by 0.242~eV without spin and 0.014~eV with spin. Placing the same wells on a body-centred lattice gives a spinless separation of 4.5~eV at the same wavevector.

A spin Zeeman term shows that $T$ and $S$ are not needed separately. A term proportional to $\sigma_x$ changes sign under $T$ and under $S$, so it is invariant under $\Theta$. With a coefficient of 0.3~eV the levels on the plane remain paired to numerical precision. A term proportional to $\sigma_z$ changes sign under $T$ but not under $S$. It breaks $\Theta$, and the lowest pair splits by 0.020~eV. This splitting needs the spin-orbit term: at $\lambda=0$ each spin direction keeps the spinless $\Theta$ and the pairs survive. For a field large compared with $\Delta$ the splitting is set by the coupling, close to the eigenvalue gap of $A_z$, $2\sqrt{a_\parallel^2+a_\perp^2}=0.0198$~eV, and hardly depends on the field.

Setting the two pairs of wells at equal height restores inversion. Without spin the bands still meet on the plane and are 0.536~eV apart at $0.80\,\pi/c$. With spin they are degenerate at both places and $|\mathbf v|$ vanishes to numerical precision. At the general point of the plane used here the second and third spinful levels are 0.013~eV apart, so no fourfold level is forced there. At the four time-reversal-invariant points of the plane the levels of this centrosymmetric model are fourfold.

\section{Use in a band code}

The plane-wave set on $k_z=\pi/c$ must contain $(K_x,K_y,-K_z)$ whenever it contains $\mathbf K$. With $K_z=(2n+1)\pi/c$ this means that $n$ and $-n-1$ occur together. A set symmetric about $n=0$ violates this condition, and a splitting found with it may come from the truncation.

The partner of a coefficient vector $u$ is obtained by conjugating $u$, multiplying each component by $e^{iK_zc/2}$, moving it to $\mathbf K'$ and, with spin, applying $-i\sigma_x$. Its overlap with $u$ and its residual in the eigenvalue equation are direct checks of the symmetry. The numerical check accompanying this appendix asserts both.

Bands sorted by energy have a kink at $q=0$ wherever $\mathbf v\neq0$. The expectation value of $H'$ in one arbitrary member of a doublet is not a band slope, since it depends on the choice of basis. The slopes are the eigenvalues $\pm|\mathbf v|$ of the $2\times2$ matrix $W$. When spin-orbit coupling is weak, the step in $q$ used to confirm them by finite differences must be small compared with $\Delta/v_0$.

\section*{Computed values}
\begin{verbatim}
hbar^2/2m = 3.80998 eV A^2
cell a, b, c = 4.0, 4.5, 5.0 A; gamma = 100 deg
well depths A, B = 30.0, 18.0 eV; width w = 1.0 A
orbit A at fractions (0.15, 0.10, 0); B at (0.35, -0.30, 0.15)
model lambda = 0.05 A^2; free-electron value = 3.728e-06 A^2
in-plane k = 0.37 b1 + 0.21 b2; pi/c = 0.62832 1/A
spinless: T^2 = +1, R(2pi) = +1, Theta^2 at kz=0: +1.000000, at pi/c: -1.000000
spinful: T^2 = -1, R(2pi) = -1, Theta^2 at kz=0: +1.000000, at pi/c: -1.000000
largest pair splitting, 10 random k on plane: spinless 4.5e-13 eV, spinful 5.7e-13 eV
spinless levels 1-4 on plane: -6.74530, -6.74530, -1.73264, -1.73264 eV
  lowest doublet = -0.247885 hartree; larger basis moves levels 1-4 by at most 4.1e-02 eV
  |<psi|Theta psi>| = 8.9e-18; residual = 6.4e-14 eV
  |v| projected = 2.29067, from splitting = 2.29067 eV A
  kz = 0.80 pi/c: E2 - E1 = 0.563774 eV
  kz = 0.90 pi/c: E2 - E1 = 0.286351 eV
  kz = 0.98 pi/c: E2 - E1 = 0.057559 eV
  kz = 1.00 pi/c: E2 - E1 = 0.000000 eV
  kz = 1.02 pi/c: E2 - E1 = 0.057559 eV
spinful levels 1-4 on plane: -6.76085, -6.76085, -6.73873, -6.73873 eV
  lowest doublet = -0.248457 hartree; larger basis moves levels 1-4 by at most 4.1e-02 eV
  |<psi|Theta psi>| = 2.8e-17; residual = 1.3e-13 eV
  |v| projected = 1.20638, from splitting = 1.20638 eV A
  kz = 0.80 pi/c: E2 - E1 = 0.010482 eV
  kz = 0.90 pi/c: E2 - E1 = 0.011111 eV
  kz = 0.98 pi/c: E2 - E1 = 0.011000 eV
  kz = 1.00 pi/c: E2 - E1 = 0.000000 eV
  kz = 1.02 pi/c: E2 - E1 = 0.011000 eV
controls (E2 - E1 in eV unless stated):
  spinless: kz = 0: 1.725190; one well moved 0.3 A: 0.241999
  spinful: kz = 0: 0.005984; one well moved 0.3 A: 0.014179
  body-centred lattice, spinless, kz = pi/c: 4.513207
  Zeeman term 0.3 eV: along x 3.1e-13; along z 0.019941
  spinful, lambda = 0, on plane: E4 - E1 = 1.9e-13
with inversion (orbit B at height 0):
  spinless: on plane 4.6e-14; at 0.8 pi/c 0.535508
  spinful: on plane 8.9e-16; at 0.8 pi/c 3.7e-13
  spinful on plane: E3 - E2 = 0.012846 eV (no fourfold level)
  spinful |v| = 4.7e-12 eV A
\end{verbatim}
